**Logarithmic derivatives of an ultrasoft oxygen atom**

The program computes L(ε) = u'(R)/u(R) from one homogeneous solution u₀, n solutions w_i with sources −β_i, and the linear system (1 − MW)a = Mb. Here M = D − εq, b_j = ⟨β_j|u₀⟩ and W_jk = ⟨β_j|w_k⟩; D holds the nonlocal strengths, q the augmentation charges and β_i the projectors. The example is the p channel of oxygen in the exchange-only local density approximation, with two projectors and R = 1.5 bohr. The program asserts that L agrees with a direct collocation solution of the full nonlocal problem, and that u(R) vanishes at independently computed hard-wall levels. It also asserts that values and slopes of L match the all-electron atom at both reference energies, that the slope formula holds at two other energies, and that L survives a deliberately singular small matrix. The output shows close agreement with the all-electron atom from −1 to 1 hartree. The second hard-wall level, 9.06 hartree against 7.55 for the all-electron atom, shows that this agreement does not extend to much higher energies.

## Check in Python

```python
"""Logarithmic derivative of an ultrasoft atom by outward integration.

Result under test: the regular solution u of
  (T + V_loc - eps) u + sum_ij beta_i (D - eps q)_ij <beta_j|u> = 0
is u = u0 + sum_i a_i w_i, where (T + V_loc - eps) u0 = 0,
(T + V_loc - eps) w_i = -beta_i, and (1 - M W) a = M b with
M = D - eps q, b_j = <beta_j|u0>, W_jk = <beta_j|w_k>.
The logarithmic derivative is L = u'(R)/u(R).
T = -1/2 d^2/dr^2 + l(l+1)/(2 r^2); u is r times the radial function.
Example: p channel of the oxygen atom, exchange-only LDA, spin-averaged.
Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial import Chebyshev, Polynomial
from numpy.polynomial.chebyshev import chebvander
from scipy.constants import physical_constants
from scipy.linalg import eig

ANGULAR = 1
NUCLEAR_CHARGE = 8.0
RADIUS = 1.5
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def chebyshev_grid(order, length):
    """Nodes on [0, length], differentiation matrix, quadrature weights."""
    k = np.arange(order + 1)
    x = -np.cos(np.pi * k / order)
    c = np.ones(order + 1)
    c[[0, -1]] = 2.0
    c = c * (-1.0) ** k
    diff = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(order + 1))
    diff -= np.diag(diff.sum(axis=1))
    moments = np.array([0.0 if m % 2 else 2.0 / (1 - m * m) for m in k])
    weights = np.linalg.solve(chebvander(x, order).T, moments)
    return (x + 1) * length / 2, diff * 2 / length, weights * length / 2


def interpolant(nodes, values):
    x = 2 * nodes / nodes[-1] - 1
    coefficients = np.linalg.solve(chebvander(x, len(x) - 1), values)
    return Chebyshev(coefficients, domain=[0, nodes[-1]])


def oxygen_atom(order, box=20.0):
    """Self-consistent atom; returns r*V and the 2p wave as interpolants."""
    nodes, diff, weights = chebyshev_grid(order, box)
    r, w = nodes[1:-1], weights[1:-1]
    second = diff @ diff
    inner = second[1:-1, 1:-1]
    r_times_v = -1 - (NUCLEAR_CHARGE - 1) * np.exp(-1.5 * r)
    previous = np.zeros(3)
    for _ in range(150):
        levels, density = [], np.zeros_like(r)
        for l, occupations in ((0, (2, 2)), (1, (4,))):
            potential = l * (l + 1) / (2 * r**2) + r_times_v / r
            energies, vectors = eig(-0.5 * inner + np.diag(potential))
            for state, occupation in zip(np.argsort(energies.real), occupations):
                u = vectors[:, state].real
                u = u / np.sqrt(w @ u**2)
                levels.append(energies[state].real)
                density += occupation * u**2
        levels = np.array(levels)
        change = np.max(np.abs(levels - previous))
        if change < 1e-8:
            break
        previous = levels
        hartree = np.linalg.solve(
            inner, -density / r - second[1:-1, -1] * NUCLEAR_CHARGE)
        exchange = -(3 * density / (4 * np.pi**2 * r**2)) ** (1 / 3)
        updated = -NUCLEAR_CHARGE + hartree + r * exchange
        r_times_v = r_times_v + 0.4 * (updated - r_times_v)
    assert change < 1e-8, "self-consistency not reached"
    full = np.concatenate([[-NUCLEAR_CHARGE], r_times_v, [0.0]])
    wave_2p = np.concatenate([[0.0], u, [0.0]])
    return levels, interpolant(nodes, full), interpolant(nodes, wave_2p)


# Logarithmic mesh; the Runge-Kutta rule also needs the half-step points.
STEPS = 3000
t_half = np.linspace(np.log(1e-5), np.log(RADIUS), 2 * STEPS + 1)
r_half = np.exp(t_half)
h = t_half[2] - t_half[0]
r_mesh = r_half[::2]
simpson = np.ones(STEPS + 1)
simpson[1:-1:2] = 4.0
simpson[2:-1:2] = 2.0
simpson *= h / 3 * r_mesh


def outward(potential, energies, sources=(), charge=0.0, admixture=None):
    """Column 0: homogeneous solution; column i: solution with source -beta_i.

    admixture adds multiples of the homogeneous solution to the others.
    """
    l, r0, count = ANGULAR, r_half[0], len(sources)
    twice_energy = 2 * np.asarray(energies, float)[:, None]
    source = np.zeros((r_half.size, 1 + count))
    for i, beta in enumerate(sources):
        source[:, i + 1] = 2 * beta
    strength = 2 * potential + l * (l + 1) / r_half**2
    share = np.zeros(1 + count)
    share[0] = 1.0
    if admixture is not None:
        share[1:] = admixture
    shape = np.ones((len(twice_energy), 1)) * share
    u = shape * r0 ** (l + 1) * (1 - charge * r0 / (l + 1))
    p = shape * ((l + 1) * r0**l - charge * (l + 2) / (l + 1) * r0 ** (l + 1))

    def rhs(j, u, p):
        r = r_half[j]
        return r * p, r * ((strength[j] - twice_energy) * u + source[j])

    wave = np.empty((STEPS + 1,) + u.shape)
    wave[0] = u
    for i in range(STEPS):
        j = 2 * i
        u1, p1 = rhs(j, u, p)
        u2, p2 = rhs(j + 1, u + h / 2 * u1, p + h / 2 * p1)
        u3, p3 = rhs(j + 1, u + h / 2 * u2, p + h / 2 * p2)
        u4, p4 = rhs(j + 2, u + h * u3, p + h * p3)
        u = u + h / 6 * (u1 + 2 * u2 + 2 * u3 + u4)
        p = p + h / 6 * (p1 + 2 * p2 + 2 * p3 + p4)
        wave[i + 1] = u
    return wave, p


# All-electron atom and its p waves at the two reference energies.
levels, r_times_v, wave_2p = oxygen_atom(140)
levels_coarse = oxygen_atom(110)[0]
grid_change = np.max(np.abs(levels - levels_coarse))
assert grid_change < 1e-4
v_all = r_times_v(r_half) / r_half
references = np.array([levels[2], 0.0])
ae_wave, ae_slope = outward(v_all, references, charge=NUCLEAR_CHARGE)
phi, phi_slope = ae_wave[:, :, 0], ae_slope[:, 0]
scale = np.sqrt(simpson @ phi**2)
phi, phi_slope = phi / scale, phi_slope / scale
spectral_L = wave_2p.deriv()(RADIUS) / wave_2p(RADIUS)
assert abs(phi_slope[0] / phi[-1, 0] - spectral_L) < 1e-5

# Smooth local potential and smooth waves, all polynomials inside RADIUS.
v0 = r_times_v(RADIUS) / RADIUS
v1 = (r_times_v.deriv()(RADIUS) - v0) / RADIUS
v2 = (r_times_v.deriv(2)(RADIUS) - 2 * v1) / RADIUS


def matched_polynomial(powers, derivatives):
    matrix = [[Polynomial.basis(n).deriv(d)(RADIUS) if d else RADIUS**n
               for n in powers] for d in range(len(derivatives))]
    coefficients = np.zeros(max(powers) + 1)
    coefficients[list(powers)] = np.linalg.solve(matrix, derivatives)
    return Polynomial(coefficients)


local = matched_polynomial((0, 2, 4), (v0, v1, v2))
centrifugal = ANGULAR * (ANGULAR + 1)
smooth, chi = [], []
for i, energy in enumerate(references):
    value, slope = phi[-1, i], phi_slope[i]
    k0 = 2 * (v0 - energy) + centrifugal / RADIUS**2
    k1 = 2 * v1 - 2 * centrifugal / RADIUS**3
    f = matched_polynomial(
        (2, 4, 6, 8), (value, slope, k0 * value, k1 * value + k0 * slope))
    over_r2 = Polynomial(f.coef[2:])
    smooth.append(f)
    chi.append(energy * f + 0.5 * f.deriv(2)
               - 0.5 * centrifugal * over_r2 - local * f)


def overlap_polynomials(left, right):
    return np.array([[(a * b).integ()(RADIUS) for b in right] for a in left])


B = overlap_polynomials(smooth, chi)
B_inverse = np.linalg.inv(B)
beta = [B_inverse[0, i] * chi[0] + B_inverse[1, i] * chi[1] for i in range(2)]
q = (phi * simpson[:, None]).T @ phi - overlap_polynomials(smooth, smooth)
D = B + q * references[None, :]
asymmetry = abs(D[0, 1] - D[1, 0])
assert asymmetry < 1e-6 * (1 + np.max(np.abs(D)))
metric = np.linalg.eigvals(np.eye(2) + q @ overlap_polynomials(beta, beta))
v_local = local(r_half)
beta_half = [b(r_half) for b in beta]
beta_weighted = np.array([b(r_mesh) * simpson for b in beta])


def ultrasoft(energies, D_matrix, q_matrix):
    """Values, slopes, norms, projections, coefficients and raw pieces."""
    wave, slope = outward(v_local, energies, beta_half)
    overlap = np.einsum("jr,rek->ejk", beta_weighted, wave)
    value, deriv, norm, projection, coefficient = [], [], [], [], []
    for i, energy in enumerate(energies):
        M = D_matrix - energy * q_matrix
        a = np.linalg.solve(np.eye(2) - M @ overlap[i][:, 1:],
                            M @ overlap[i][:, 0])
        x = np.concatenate([[1.0], a])
        value.append(wave[-1, i] @ x)
        deriv.append(slope[i] @ x)
        norm.append(simpson @ (wave[:, i] @ x) ** 2)
        projection.append(overlap[i] @ x)
        coefficient.append(x)
    return (np.array(value), np.array(deriv), np.array(norm),
            np.array(projection), np.array(coefficient), wave, slope, overlap)


def all_electron_L(energies):
    wave, slope = outward(v_all, energies, charge=NUCLEAR_CHARGE)
    return slope[:, 0] / wave[-1, :, 0]


# Independent road: collocation of the complete nonlocal problem.
nodes, diff, weights = chebyshev_grid(48, RADIUS)
barrier = np.zeros_like(nodes)
barrier[1:] = centrifugal / (2 * nodes[1:] ** 2)
beta_nodes = np.array([b(nodes) for b in beta])
kinetic = -0.5 * diff @ diff + np.diag(barrier)
H = (kinetic + np.diag(local(nodes))
     + beta_nodes.T @ D @ (beta_nodes * weights))
S = np.eye(len(nodes)) + beta_nodes.T @ q @ (beta_nodes * weights)
inside = slice(1, -1)


def collocation_L(energy):
    F = H - energy * S
    u = np.zeros(len(nodes))
    u[-1] = 1.0
    u[inside] = np.linalg.solve(F[inside, inside], -F[inside, -1])
    return diff[-1] @ u


table = np.array([-1.0, -0.5, -0.15, 0.3, 0.6, 1.0])
result = ultrasoft(table, D, q)
L_us = result[1] / result[0]
L_ae = all_electron_L(table)
L_local = result[6][:, 0] / result[5][-1, :, 0]
L_direct = np.array([collocation_L(e) for e in table])
direct_error = np.max(np.abs(L_us - L_direct) / (1 + L_direct**2))
assert direct_error < 1e-6

# Hard-wall levels are zeros of u(RADIUS).
walls = eig(H[inside, inside], S[inside, inside], right=False)
walls = np.sort(walls[np.abs(walls.imag) < 1e-6].real)[:2]
v_nodes = np.zeros_like(nodes)
v_nodes[1:] = r_times_v(nodes[1:]) / nodes[1:]
H_all = kinetic + np.diag(v_nodes)
walls_ae = np.sort(eig(H_all[inside, inside], right=False).real)[:2]
at_walls = ultrasoft(walls, D, q)
wall_error = np.max(np.abs(at_walls[0] / at_walls[1]))
assert wall_error < 1e-6

# Values and slopes at the reference energies, all-electron and ultrasoft.
delta = 1e-3
triple = np.concatenate([references - delta, references, references + delta])
ref_us = ultrasoft(triple, D, q)
ref_L_us = (ref_us[1] / ref_us[0]).reshape(3, 2)
ref_L_ae = all_electron_L(triple).reshape(3, 2)
slope_us = (ref_L_us[2] - ref_L_us[0]) / (2 * delta)
slope_ae = (ref_L_ae[2] - ref_L_ae[0]) / (2 * delta)
assert np.all(np.abs(ref_L_us[1] - ref_L_ae[1]) < 1e-6 * (1 + ref_L_ae[1]**2))
assert np.all(np.abs(slope_us / slope_ae - 1) < 1e-5)

# Freezing M at the first reference energy keeps L there but not its slope.
frozen = ultrasoft(triple[[0, 2, 4]], D - references[0] * q, np.zeros((2, 2)))
frozen_L = frozen[1] / frozen[0]
slope_frozen = (frozen_L[2] - frozen_L[0]) / (2 * delta)
assert abs(frozen_L[1] - ref_L_ae[1, 0]) < 1e-6 * (1 + ref_L_ae[1, 0]**2)
assert abs(slope_frozen / slope_ae[0] - (1 - q[0, 0])) < 1e-4

# Slope identity away from the reference energies.
centres = np.array([-0.5, -0.15])
near = ultrasoft(np.concatenate([centres - delta, centres + delta]), D, q)
near_L = (near[1] / near[0]).reshape(2, 2)
slope_numeric = (near_L[1] - near_L[0]) / (2 * delta)
rows = [1, 2]
augmented = np.einsum("ei,ij,ej->e", result[3][rows], q, result[3][rows])
slope_formula = -2 * (result[2][rows] + augmented) / result[0][rows] ** 2
assert np.all(np.abs(slope_numeric / slope_formula - 1) < 1e-4)

# Particular solutions chosen so that the small matrix becomes singular.
demo = 1
demo_energy = table[demo]
M = D - demo_energy * q
a = result[4][demo, 1:]
mixing = a / (a @ a)
wave_s, slope_s = outward(v_local, [demo_energy], beta_half, admixture=mixing)
overlap_s = np.einsum("jr,rk->jk", beta_weighted, wave_s[:, 0])
small = np.eye(2) - M @ overlap_s[:, 1:]
singular = np.linalg.svd(small, compute_uv=False)
extended = np.column_stack([-M @ overlap_s[:, 0], small])
null = np.linalg.svd(extended)[2][-1]
L_null = (slope_s[0] @ null) / (wave_s[-1, 0] @ null)
assert singular[1] / singular[0] < 1e-6
assert abs(L_null - L_us[demo]) < 1e-6 * (1 + L_us[demo] ** 2)


def row(values):
    return "  ".join(f"{v:.8g}" for v in np.ravel(values))


print("Oxygen atom, exchange-only LDA; energies in hartree, lengths in bohr")
print("levels 1s, 2s, 2p (hartree):", " ".join(f"{e:.5f}" for e in levels))
print(f"2p level (eV): {levels[2] * HARTREE_EV:.3f}")
print(f"largest level change, 110 to 140 intervals (hartree): {grid_change:.1e}")
print(f"matching radius R (bohr): {RADIUS}")
print(f"mesh steps: {STEPS}; first radius (bohr): {r_half[0]:.1e}")
print("reference energies (hartree):", row(references))
print("V_loc coefficients of r^0, r^2, r^4 (a.u.):", row(local.coef[::2]))
print("B11 B12 B21 B22 (hartree):", row(B))
print("q11 q12 q21 q22 (dimensionless):", row(q))
print("D11 D12 D21 D22 (hartree):", row(D))
print(f"|D12 - D21| (hartree): {asymmetry:.1e}")
print("eigenvalues of 1 + q<beta|beta>:", row(np.sort(metric.real)))
print(f"--- one solve at eps = {demo_energy} hartree (a.u.) ---")
print("M11 M12 M21 M22:", row(M))
print("b1 b2:", row(result[7][demo][:, 0]))
print("W11 W12 W21 W22:", row(result[7][demo][:, 1:]))
print("matrix 1 - M W:", row(np.eye(2) - M @ result[7][demo][:, 1:]))
print("right side M b:", row(M @ result[7][demo][:, 0]))
print("a1 a2:", row(a))
print("u0(R) w1(R) w2(R):", row(result[5][-1, demo]))
print("u0'(R) w1'(R) w2'(R):", row(result[6][demo]))
print("u(R) u'(R):", row([result[0][demo], result[1][demo]]))
print(f"L (1/bohr): {L_us[demo]:.7f}; collocation: {L_direct[demo]:.7f}")
print("--- L(eps) in 1/bohr ---")
print("eps (hartree)  all-electron  ultrasoft  local only")
for e, x, y, z in zip(table, L_ae, L_us, L_local):
    print(f"{e:8.2f} {x:14.6f} {y:14.6f} {z:14.6f}")
print(f"largest |L - L_collocation|/(1+L^2), L in 1/bohr: {direct_error:.1e}")
print("--- reference energies: L (1/bohr), dL/deps (1/(bohr hartree)) ---")
for i in range(2):
    print(f"e{i+1}: L all-electron {ref_L_ae[1, i]:.7f}, "
          f"ultrasoft {ref_L_us[1, i]:.7f}")
    print(f"e{i+1}: slope all-electron {slope_ae[i]:.6f}, "
          f"ultrasoft {slope_us[i]:.6f}")
print(f"e1: slope with M frozen {slope_frozen:.6f}")
print(f"frozen/all-electron slope {slope_frozen / slope_ae[0]:.6f}; "
      f"1 - q11 = {1 - q[0, 0]:.6f}")
print("--- slope identity, 1/(bohr hartree) ---")
for e, x, y in zip(centres, slope_numeric, slope_formula):
    print(f"eps {e:.2f} hartree: difference {x:.6f}, formula {y:.6f}")
print("--- hard wall at R, two lowest p levels (hartree) ---")
print("all-electron:", row(walls_ae))
print("ultrasoft:", row(walls))
print(f"largest |u(R)/u'(R)| at ultrasoft levels (bohr): {wall_error:.1e}")
print("--- deliberately singular small matrix ---")
print("admixtures c1 c2 (a.u.):", row(mixing))
print(f"ratio of singular values: {singular[1] / singular[0]:.1e}")
print(f"L from null vector (1/bohr): {L_null:.7f}")
print("finished without a failed check")
```

It prints:

```
Oxygen atom, exchange-only LDA; energies in hartree, lengths in bohr
levels 1s, 2s, 2p (hartree): -18.69082 -0.82060 -0.28951
2p level (eV): -7.878
largest level change, 110 to 140 intervals (hartree): 1.9e-08
matching radius R (bohr): 1.5
mesh steps: 3000; first radius (bohr): 1.0e-05
reference energies (hartree): -0.28951253  0
V_loc coefficients of r^0, r^2, r^4 (a.u.): -2.4765064  1.1904417  -0.18071534
B11 B12 B21 B22 (hartree): -0.74233493  -0.84210597  -0.72134255  -0.81769054
q11 q12 q21 q22 (dimensionless): 0.37538806  0.41712675  0.41712675  0.46272399
D11 D12 D21 D22 (hartree): -0.85101448  -0.84210597  -0.84210597  -0.81769054
|D12 - D21| (hartree): 6.6e-12
eigenvalues of 1 + q<beta|beta>: 0.94377552  5.1353115
--- one solve at eps = -0.5 hartree (a.u.) ---
M11 M12 M21 M22: -0.66332045  -0.63354259  -0.63354259  -0.58632854
b1 b2: 3.4674947  -2.7275505
W11 W12 W21 W22: -103.85884  113.78544  91.517661  -100.57818
matrix 1 - M W: -9.9113548  11.75565  -12.139581  14.116067
right side M b: -0.57204073  -0.59756488
a1 a2: -0.37516328  -0.36496637
u0(R) w1(R) w2(R): 1.2547251  -25.060198  27.770164
u0'(R) w1'(R) w2'(R): 1.152421  -17.489816  21.158277
u(R) u'(R): 0.52121511  -0.0081019298
L (1/bohr): -0.0155443; collocation: -0.0155443
--- L(eps) in 1/bohr ---
eps (hartree)  all-electron  ultrasoft  local only
   -1.00       0.805878       0.806188       1.277337
   -0.50      -0.015562      -0.015544       0.918465
   -0.15      -1.151209      -1.151207       0.623670
    0.30      -7.364192      -7.362763       0.166899
    0.60      23.131516      23.218770      -0.208741
    1.00       5.015105       5.033585      -0.851077
largest |L - L_collocation|/(1+L^2), L in 1/bohr: 6.4e-09
--- reference energies: L (1/bohr), dL/deps (1/(bohr hartree)) ---
e1: L all-electron -0.5948806, ultrasoft -0.5948806
e1: slope all-electron -3.367128, ultrasoft -3.367128
e2: L all-electron -2.0507439, ultrasoft -2.0507439
e2: slope all-electron -7.622523, ultrasoft -7.622523
e1: slope with M frozen -2.103146
frozen/all-electron slope 0.624611; 1 - q11 = 0.624612
--- slope identity, 1/(bohr hartree) ---
eps -0.50 hartree: difference -2.264180, formula -2.264179
eps -0.15 hartree: difference -4.737871, formula -4.737862
--- hard wall at R, two lowest p levels (hartree) ---
all-electron: 0.51332951  7.5543984
ultrasoft: 0.51353013  9.061806
largest |u(R)/u'(R)| at ultrasoft levels (bohr): 1.6e-09
--- deliberately singular small matrix ---
admixtures c1 c2 (a.u.): -1.3694693  -1.3322472
ratio of singular values: 9.8e-16
L from null vector (1/bohr): -0.0155443
finished without a failed check
```
